# Fermi-Surface and All-Electron Drude Pictures Agree at Constant Relaxation Time

Suppose a band structure is to be turned into a conductivity, and states far below the Fermi level are to be discarded to save work. Whether this is allowed depends on which formula is used. In the lattice model worked out below, the states within \(5k_BT\) of the chemical potential supply 98.7% of one standard conductivity integral. In a second integral with the same value, 98.3% comes from states deeper than that window. Truncating the first costs little, while truncating the second destroys the answer.

The two integrals belong to two pictures of a metal. In one, the current is due to electrons at the Fermi surface, moving with large velocities. In the other, due to Drude, all \(n\) electrons per unit volume drift slowly, and \(\sigma=ne^2\tau/m\). The belief examined here is that these pictures conflict: since only electrons near the Fermi surface can change their state, a formula containing the full density must be wrong, or right by accident.

The belief has a sound starting point. A weak field does leave the occupation of deep states unchanged, because the Pauli principle leaves them no empty states nearby. It seems to follow that deep electrons should not be counted. The error lies in that last step. An unchanged occupation does not stop the filled states from entering a correct formula for the current, as an integration by parts shows.

## The current from the Fermi surface

Take independent electrons in a smooth periodic band \(E(\mathbf k)\), with two spin states for each \(\mathbf k\). Hartree atomic units are used, so \(\hbar=e=1\) and the electron charge is \(-1\). The velocity is \(v_a=\partial E/\partial k_a\), and \(\int_{\mathbf k}\) denotes \(\int d^dk/(2\pi)^d\) over the Brillouin zone in \(d\) dimensions. The equilibrium occupation is

\[
f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.
\]

A uniform, static field \(\boldsymbol{\mathcal E}\) exerts the force \(\mathbf F=-\boldsymbol{\mathcal E}\), and \(d\mathbf k/dt=\mathbf F\). Let scattering restore the occupation \(g(\mathbf k)\) to \(f\) at the rate \(1/\tau\), with \(\tau\) the same for every state. The steady Boltzmann equation is then

\[
\mathbf F\cdot\frac{\partial g}{\partial\mathbf k}=-\frac{g-f}{\tau}.
\]

Write \(g=f+\delta f\). The left side already contains one factor of the field, so to first order \(g\) may be replaced there by \(f\). The chain rule gives \(\partial f/\partial k_b=v_b\,df/dE\), and therefore, with repeated indices summed,

\[
\delta f=-\tau F_b v_b\frac{df}{dE}
=\tau F_b v_b\left(-\frac{df}{dE}\right).
\]

The factor in brackets is positive and concentrated within a few \(k_BT\) of \(\mu\). States moving along the force gain electrons and states moving against it lose them.

The equilibrium distribution carries no current. If \(\Phi(E)\) is a function with \(d\Phi/dE=f\), then \(v_af=\partial\Phi/\partial k_a\), which integrates to zero over a periodic zone. The current density is therefore

\[
j_a=-2\int_{\mathbf k}v_a\,\delta f
=-2\tau F_b\int_{\mathbf k}v_av_b\left(-\frac{df}{dE}\right).
\]

Substituting \(F_b=-\mathcal E_b\) cancels the minus sign left by the electron charge. With \(j_a=\sigma_{ab}\mathcal E_b\),

\[
\sigma_{ab}=2\tau\int_{\mathbf k}v_av_b\left(-\frac{df}{dE}\right).
\tag{1}
\]

This is the surface form.

## The same current from the occupied states

Differentiate the product \(fv_b\):

\[
\frac{\partial}{\partial k_a}(fv_b)
=v_av_b\frac{df}{dE}
+f\frac{\partial^2E}{\partial k_a\partial k_b}.
\]

Now integrate over the zone. Since \(fv_b\) is periodic, its values on opposite faces are equal and the integral of the left side vanishes. Moving the first term on the right to the other side gives

\[
\int_{\mathbf k}v_av_b\left(-\frac{df}{dE}\right)
=\int_{\mathbf k}f\,\frac{\partial^2E}{\partial k_a\partial k_b}.
\]

Hence

\[
\sigma_{ab}=2\tau\int_{\mathbf k}f\,(M^{-1})_{ab},
\qquad
(M^{-1})_{ab}=\frac{\partial^2E}{\partial k_a\partial k_b}.
\tag{2}
\]

This is the sea form: every occupied state counts, weighted by its inverse band mass. The integrands of (1) and (2) differ at almost every \(\mathbf k\), but their integrals agree. The step assumes that the velocity has no jump across a surface in \(\mathbf k\) space, meaning a point in one dimension, a line in two or a sheet in three. Such a jump adds a term that is missed if the inverse mass is evaluated only on either side of it. An isolated conical point in two or three dimensions is different. For \(E=v|\mathbf k|\) in two dimensions the inverse mass grows only as \(1/k\), and the boundary term on a small circle around the point vanishes in proportion to its radius, so nothing is missed.

The sea form also has a direct reading. To first order in the field, \(g(\mathbf k)=f(\mathbf k)-\tau\mathbf F\cdot\partial f/\partial\mathbf k\) is the equilibrium distribution displaced by \(\mathbf F\tau\). One may ask which occupations the displacement changes, and the answer is those at the edge. One may instead follow the displaced electrons, each of which has its velocity changed by \(\tau F_b(M^{-1})_{ab}\). Summing these changes over the occupied states, with charge \(-1\), gives (2).

This also settles what the Pauli principle forbids. A deep electron does change its \(\mathbf k\) under the force, but the state it leaves is filled by the electron behind it. The occupation stays the same although the electrons move through it.

## Why the density appears

For a parabolic band, \(E=k^2/2m\), the inverse mass is \(\delta_{ab}/m\) everywhere. There is no periodic zone, but \(f\) falls off so fast at large \(k\) that the boundary term still vanishes. Equation (2) becomes

\[
\sigma=\frac{\tau}{m}\,2\int_{\mathbf k}f=\frac{n\tau}{m},
\]

which is \(ne^2\tau/m\) in ordinary units.

The surface form gives the same result in three dimensions at zero temperature. There \(-df/dE=\delta(E-\mu)\), which turns the volume integral into a surface integral with weight \(1/v_F\). The average of \(v_x^2\) over the sphere is \(v_F^2/3\), so

\[
\frac{\sigma}{\tau}
=\frac{2}{(2\pi)^3}\,4\pi k_F^2\,\frac{v_F^2}{3}\,\frac1{v_F}
=\frac{k_F^2v_F}{3\pi^2}
=\frac{1}{m}\,\frac{k_F^3}{3\pi^2}.
\]

The last step uses \(v_F=k_F/m\). The density is

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\]

so \(\sigma/\tau=n/m\) again. The density enters a surface calculation because the area of a sphere times its radius is three times its volume.

For a general band at zero temperature, the same link is Gauss's theorem. Energy rises on leaving the occupied region, so the outward normal is \(\mathbf v/|\mathbf v|\), provided the velocity does not vanish on the Fermi surface. Therefore

\[
\int_{\rm occ}d^dk\,\frac{\partial v_b}{\partial k_a}
=\oint_{\rm FS}dS\,\frac{v_av_b}{|\mathbf v|}.
\]

Contributions from the zone faces cancel by periodicity. The inverse mass summed over the interior is fixed by velocities on the boundary.

## A number for both pictures

Consider a square lattice with round model parameters: spacing \(a=5\) bohr, hopping \(t=0.05\) hartree, and

\[
E=-2t(\cos k_xa+\cos k_ya).
\]

Two derivatives with respect to \(k_x\) give

\[
v_x=2ta\sin k_xa,\qquad (M^{-1})_{xx}=2ta^2\cos k_xa.
\]

At the band bottom the inverse mass is \(2(0.05)(25)=2.5\). Take \(\mu=-0.04\) hartree and \(k_BT=0.001\) hartree, about 316 K. The cell then holds 0.6756 electrons, so \(n=0.6756/25=0.02702\) bohr\(^{-2}\).

Evaluated separately, the two integrals both give \(\sigma_{xx}/\tau=0.037682\). With \(\tau=1000\) atomic units, or 24.2 fs, the sheet conductivity is 37.68 atomic units, or \(9.17\times10^{-3}\) S. A solution of the Boltzmann equation at a small finite field, without linearization, gives the same value to the printed digits. At zero temperature the Fermi-line integral and the occupied-area integral are both 0.037686.

The mass in the Drude formula needs care. The mean inverse mass per electron is \(0.03768/0.02702=1.394\), not 2.5. Using the band-bottom mass for all electrons would overestimate the conductivity by a factor \(2.5/1.394=1.79\). Using the free-electron mass, with inverse 1, would give only \(1/1.394=0.72\) of it. Some occupied states even count negatively. On the Fermi line \(\cos k_xa+\cos k_ya=0.4\), so at \(k_y=0\) it lies at \(\cos k_xa=-0.6\), where \((M^{-1})_{xx}<0\). The positive-mass states contribute 0.04004 to the sum and the negative-mass states \(-0.00236\).

Now apply a field of \(2\times10^{-8}\) atomic units, about \(10^4\) V/m. The current density is \(37.68\times2\times10^{-8}=7.54\times10^{-7}\) atomic units. It can be accounted for in two ways.

- **All electrons.** Dividing by \(n\) gives a mean drift speed of \(2.79\times10^{-5}\) atomic units.
- **Changed occupations.** The density transferred from depleted to enriched states is half the integral of \(|\delta f|\), including spin, or \(8.98\times10^{-7}\) bohr\(^{-2}\). This is \(3.3\times10^{-5}\) of all electrons. Dividing the current by it gives a velocity change of 0.840 atomic units for each transferred electron.

Many electrons times a tiny velocity, and few electrons times a large one, give the same product. The large velocity can be checked. Let \(\langle\cdots\rangle\) be an average weighted by \(-df/dE\). The current is proportional to \(\langle v_x^2\rangle\), and the transferred density to \(\tfrac12\langle|v_x|\rangle\) with the same prefactor. Their ratio is \(2\langle v_x^2\rangle/\langle|v_x|\rangle\). Because \(\langle v_x^2\rangle\ge\langle|v_x|\rangle^2\), this is at least \(2\langle|v_x|\rangle=2(0.367)=0.734\), as found. The transfer is a net comparison of two distributions, not the path of a particular electron.

## What the sea sum does not mean

It would be a new error to conclude from (2) that deep electrons make conductivity sensitive to the deep band structure. To see this, add to the band the dent

\[
-0.05\,\exp[12(\cos k_xa+\cos k_ya-2)]\ \text{hartree}.
\]

Near the zone centre the exponent is approximately \(-6k^2a^2\). The dent is then \(-0.05+0.3k^2a^2\), which adds \(0.6a^2=15\) to the inverse mass. The value there rises from 2.5 to 17.5. On the Fermi line the exponent is \(12(0.4-2)=-19.2\), so the dent is negligible.

The sea integral remains 0.037682. A closed curve can be drawn around the dent, inside the filled region but far enough out that the velocity on it is practically unchanged. By Gauss's theorem the inverse mass summed inside the curve is then practically unchanged too, so the large increase at the centre is cancelled by decreases around it. The contribution of an individual deep state to (2) can thus change greatly while the conductivity stays the same to all printed digits. The large share that (2) assigns to deep states, against the small share that (1) assigns to them, is a property of the chosen integrand, not a measurement of which electrons carry the current.

## Filling the band

If \(n\) alone controlled the current, adding electrons to a band would always raise the conductivity. The model says otherwise:

| Electrons per cell | \(\sigma_{xx}/\tau\) (a.u.) |
|---:|---:|
| 0.016 | 0.00158 |
| 0.370 | 0.02723 |
| 1.630 | 0.02723 |
| 1.984 | 0.00158 |
| 2.000 | 0.00000 |

The symmetry has a simple origin. Shifting both \(k_xa\) and \(k_ya\) by \(\pi\) reverses \(E\) and \(\mathbf v\). The product \(v_x^2\) is unchanged, and \(-df/dE\) is even about \(\mu\), so (1) has the same value at \(\mu\) and \(-\mu\).

In the nearly empty band, the result is 0.986 of \(n\) times the inverse mass at the bottom. The missing 1.4% arises because (2) weights each electron by \(\cos k_xa\), whose mean over the occupied states is slightly below one.

For a full band, (2) integrates the derivative of a periodic velocity and gives zero. Subtracting this zero from the sum for a nearly full band gives

\[
2\int_{\mathbf k}f(M^{-1})_{xx}
=-2\int_{\mathbf k}(1-f)(M^{-1})_{xx}.
\]

The empty states lie near the band top, where the inverse mass is negative, so the right side is positive. It is approximately the hole density divided by the magnitude of the mass at the top, again with a ratio of 0.986. The all-electron sum therefore contains the hole picture as well.

## Where constant relaxation time matters

If \(\tau\) depends on \(\mathbf k\), it stays inside the surface integral. Integrating \(\partial(f\tau v_b)/\partial k_a\) over the zone now gives

\[
\sigma_{ab}=2\int_{\mathbf k}f\,\frac{\partial(\tau v_b)}{\partial k_a}
=2\int_{\mathbf k}f\left[\tau(M^{-1})_{ab}
+v_b\frac{\partial\tau}{\partial k_a}\right].
\]

Placing \(\tau(\mathbf k)\) beside the inverse mass and stopping there omits the last term.

First let \(\tau=\tau_0\exp[(E-\mu)/0.1]\), with energies in hartree. The correct \(\sigma_{xx}/\tau_0\) is 0.03769, while the incomplete sum gives 0.01681, which is 55% too low. The remedy here is simple. At low temperature the surface form samples \(\tau\) only near \(\mu\), so \(\tau(\mu)\) can be taken outside and multiplied by the constant-\(\tau\) sea sum. That gives 0.03768, within 0.03% of the correct value. The step relies on \(\mu\) lying many \(k_BT\) inside the band and on \(\tau\) changing little over a few \(k_BT\). It does not carry over to a weakly degenerate or nondegenerate semiconductor, where \(\tau(E)\) has to stay inside the thermal average.

Next let \(\tau=\tau_0(1+\tfrac12\cos k_xa\cos k_ya)\), which varies along the Fermi line. The correct value is 0.03353 and the incomplete sum gives 0.04503, or 34% too much. Averaging \(\tau\) over states at the Fermi level and multiplying by the constant-\(\tau\) sum gives 0.03196, still 4.7% too low. The reason is that conduction weights \(\tau\) by squared velocity. The band and \(\tau\) are both unchanged when \(k_x\) and \(k_y\) are exchanged, so \(\sigma_{xx}=\sigma_{yy}\), and the weight \(v_x^2\) may be replaced by \(\tfrac12(v_x^2+v_y^2)\). With \(\cos k_xa+\cos k_ya=c\) on the Fermi line,

\[
v_x^2+v_y^2=(2ta)^2\left(2-c^2+2\cos k_xa\cos k_ya\right).
\]

In this model the relaxation time is longest where the electrons are fastest, and a plain average undervalues those states.

For the calculation posed at the start, the rule is now definite. When \(\mu\) lies inside a band and many \(k_BT\) from its edges, as in an ordinary metal, an energy window around \(\mu\) may be used with (1), but not with (2). A completely filled band may still be dropped whole from (2), since it sums to zero; what (2) does not allow is cutting away the deep part of a partly filled band. When \(\mu\) lies at or just above the bottom of a band, the window can take in nearly all the occupied states, and then (2) survives the cut as well. When \(\mu\) lies below the band edge, the window must be placed from the edge upward, for either form. A window of \(\pm Wk_BT\) holds the fraction \(\tanh(W/2)\) of the weight \(-df/dE\), which is 0.905 for \(W=3\), 0.987 for \(W=5\) and 0.999 for \(W=8\), so its width must be matched to the accuracy wanted. These fractions carry over to the conductivity only where the velocity-weighted density of states varies slowly across the window, which fails near a band edge. With constant \(\tau\) and a smooth band, converged evaluations of both must agree, so a discrepancy points to the sampling or the derivatives, not to a choice between two theories of conduction. The numerical output gives the values in full, including the off-diagonal component for a less symmetric band.

## Computed values

```
lattice spacing 5.0 bohr; hopping 0.050 hartree
chemical potential -0.040 hartree; kT 0.0010 hartree
temperature 315.8 K
tau 1000 a.u. = 24.19 fs
field 2.0e-08 a.u. = 1.028e+04 V/m
electrons per cell 0.67556; density 0.027022 bohr^-2
surface integral sigma/tau 0.03768230 a.u.
sea integral sigma/tau 0.03768230 a.u.
sheet conductivity 37.68230 a.u. = 9.17238e-03 S
direct Boltzmann solution, current/field 37.68230 a.u.
mean inverse mass per electron 1.39448 a.u.
sea: positive-mass part 0.040045 a.u.
sea: negative-mass part -0.002362 a.u.
surface integral, share within 5 kT of mu 0.9866
sea integral, share deeper than 5 kT below mu 0.9832
T=0 Fermi-line integral 0.03768571 a.u.
T=0 occupied-area integral 0.03768571 a.u.
current density 7.53646e-07 a.u.
all electrons: mean drift speed 2.78896e-05 a.u.
transferred electrons: density 8.97544e-07 bohr^-2
transferred fraction of all electrons 3.32147e-05
velocity change per transferred electron 0.83968 a.u.
mean |v_x| at Fermi level 0.36698 a.u.
inverse mass at zone centre: plain 2.5000 a.u.
inverse mass at zone centre: dented 17.5000 a.u.
sea integral with dented band 0.03768230 a.u.
filling scan: mu (hartree), electrons/cell, surface, sea (a.u.)
  -0.195  0.01605  0.0015823  0.0015823
  -0.100  0.36959  0.0272301  0.0272301
  -0.040  0.67556  0.0376823  0.0376823
  +0.100  1.63041  0.0272301  0.0272301
  +0.195  1.98395  0.0015823  0.0015823
  +0.230  2.00000  0.0000000  0.0000000
nearly empty: surface/(n/m_bottom) 0.98583
nearly full: surface/(holes/|m_top|) 0.98583
variable tau/tau0: surface, full sea, naive sea, average-tau (a.u.)
  energy-dependent: 0.0376925  0.0376925  0.0168078  0.0376985
  k-dependent: 0.0335270  0.0335270  0.0450252  0.0319618
low-symmetry band: surface and sea (a.u.)
  xx: 0.05226456  0.05226456
  yy: 0.02782045  0.02782045
  xy: 0.01014181  0.01014181
3D free gas: mu 0.20 hartree, kT 0.010 hartree
3D free gas: density 0.00857056 bohr^-3
3D free gas: surface integral 0.00857056 a.u.
```
